\section*{Joining RPA and Second-Order Correlation in the Uniform Electron Gas}

\section*{The system}

An unpolarized electron gas of density $n$ fills a volume $\Omega$ with a uniform neutralizing background at zero temperature. Derivations use hartree atomic units; final energies are in rydberg per electron (1 hartree = 2 Ry). The Fermi wavevector obeys $n=k_F^3/3\pi^2$, so $k_F=a/r_s$ with $a=(9\pi/4)^{1/3}=1.919$. Write $v_q=4\pi/q^2$ and $x=q/k_F$, and resolve the correlation energy by momentum transfer, $E_c=\int_0^\infty e(x)\,dx$.

\section*{(a) The RPA integrand}

\textbf{Question.} Derive $e_{\rm RPA}(x)$ as an integral over imaginary frequency.

\textbf{Answer.} Scale the interaction by $\lambda$. Since $dE/d\lambda$ is the expectation value of the unscaled interaction, subtracting the Hartree--Fock energy leaves
\[
E_c=\frac1{2n}\int\!\frac{d^3q}{(2\pi)^3}\,v_q\int_0^1\!d\lambda\,\bigl[nS_\lambda(q)-nS_0(q)\bigr],
\]
where $nS_\lambda=\Omega^{-1}\sum_m|\langle m|\rho_q|0\rangle|^2$. The density response is
\[
\chi_\lambda(q,i\omega)=-\frac1\Omega\sum_m\frac{2\omega_m|\langle m|\rho_q|0\rangle|^2}{\omega_m^2+\omega^2}.
\]
Because $\int_0^\infty 2\omega_m\,d\omega/(\omega_m^2+\omega^2)=\pi$, we have $nS_\lambda=-\int_0^\infty(d\omega/\pi)\,\chi_\lambda$.

In the RPA the electrons respond freely to the applied field plus the Hartree field, so $\chi_\lambda=\chi_0/(1-\lambda v_q\chi_0)$. The $\lambda$ integral is then elementary:
\[
-\int_0^1\!d\lambda\left[\frac{v_q\chi_0}{1-\lambda v_q\chi_0}-v_q\chi_0\right]=\ln(1-v_q\chi_0)+v_q\chi_0 .
\]

For free electrons the transition $\mathbf k\to\mathbf k+\mathbf q$ costs $\Delta=q^2/2+\mathbf k\cdot\mathbf q$. Transitions between two occupied states cancel in pairs, because the transition $-\mathbf k-\mathbf q\to-\mathbf k$, which has the same $\mathbf q$ and also joins two occupied states, has $-\Delta$. The condition that the final state be empty can therefore be dropped:
\[
\chi_0=-4\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\frac{\Delta}{\Delta^2+\omega^2}.
\]
The 4 is the 2 of the response formula times 2 for spin. Let $z$ be the component of $\mathbf k/k_F$ along $\mathbf q$ and put $\omega=k_F^2xu$. Then $\Delta=k_F^2x(z+x/2)$, each slice of the Fermi sphere has area $\pi k_F^2(1-z^2)$, and
\begin{align*}
-v_q\chi_0&=YR(x,u),\qquad Y=\frac{4}{\pi k_Fx^2},\\
R(x,u)&=\frac1{2x}\int_{-1}^1\!dz\,\frac{(1-z^2)(z+x/2)}{(z+x/2)^2+u^2}.
\end{align*}
Mode counting gives $d^3q/[(2\pi)^3n]=\tfrac32x^2dx$, and $d\omega=k_F^2x\,du$. The factors $\tfrac32\cdot\tfrac12\cdot\tfrac1\pi$, times 2 for rydbergs, yield
\[
e_{\rm RPA}(x)=\frac{3k_F^2x^3}{2\pi}\int_0^\infty\!du\,\bigl[\ln(1+YR)-YR\bigr].
\]

\section*{(b) Long wavelengths}

\textbf{Question.} Find the first two terms of $e_{\rm RPA}$ at small $x$ and interpret them.

\textbf{Answer.} The linear term $-YR$ subtracts the uncorrelated fluctuations. It contributes $-\tfrac32x^2v_qnS_0=-(2k_F/\pi)S_0$ in rydbergs. At small $x$, $S_0$ is the fraction of the Fermi sphere pushed outside itself by the shift $\mathbf q$, namely $\pi x/(4\pi/3)=3x/4$.

In the logarithm, frequencies well above $k_F^2x$ dominate. There $\chi_0\to-nq^2/\omega^2$, so $-v_q\chi_0\to\omega_p^2/\omega^2$ with $\omega_p^2=4\pi n$. Integration by parts gives $\int_0^\infty(d\omega/\pi)\ln(1+\omega_p^2/\omega^2)=\omega_p$. Hence
\[
e_{\rm RPA}=-\frac{3k_F}{2\pi}x+\frac34\omega_px^2+O(x^3),\qquad \omega_p=\sqrt{12}\,r_s^{-3/2}\ {\rm Ry}.
\]
The second term is the plasmon zero-point energy $\omega_p/2$ times the mode density $\tfrac32x^2$. The remainder is cubic and has two sources. The asymptotic form fails over a frequency range proportional to $x$, which multiplies the factor $x^2$. The exact $S_0=3x/4-x^3/16$ (valid for $x\le2$; $S_0=1$ beyond) also adds $+k_Fx^3/8\pi$, a term of opposite sign. The first source amounts to about $-1.07\,k_F^2x^3$ Ry, so the second is the smaller one for $r_s$ below about 51. Because the first grows as $k_F^2$, the two-term form needs $x\ll\sqrt{r_s}$ as well as $x\ll1$.

\section*{(c) Short wavelengths}

\textbf{Question.} Derive the second-order integrand for antiparallel pairs. When may parallel pairs be omitted?

\textbf{Answer.} An antiparallel pair scatters as $\mathbf k_1\to\mathbf k_1+\mathbf q$, $\mathbf k_2\to\mathbf k_2-\mathbf q$ with matrix element $v_q/\Omega$ and energy cost $\Delta_1+\Delta_2$. Per electron,
\[
E_2^{\uparrow\downarrow}=-\frac1n\int\!\frac{d^3q}{(2\pi)^3}v_q^2\int'\!\frac{d^3k_1}{(2\pi)^3}\int'\!\frac{d^3k_2}{(2\pi)^3}\frac1{\Delta_1+\Delta_2},
\]
where primes mark occupied initial and empty final states. Insert
\[
\frac1{\Delta_1+\Delta_2}=\frac2\pi\int_0^\infty\!d\omega\,\frac{\Delta_1}{\Delta_1^2+\omega^2}\,\frac{\Delta_2}{\Delta_2^2+\omega^2}.
\]
Each momentum integral becomes $-\chi_0/4$, so
\[
E_2^{\uparrow\downarrow}=-\frac1{8\pi n}\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!d\omega\,(v_q\chi_0)^2 .
\]
This is half the second-order term of the RPA logarithm. With the substitutions of (a),
\[
e_{\rm anti}(x)=-\frac{3k_F^2x^3}{8\pi}Y^2\!\int_0^\infty\!R^2du=-\frac{6}{\pi^3x}\int_0^\infty\!R^2\,du .
\]
It is independent of $r_s$.

For parallel spins the amplitude is $v_q-v_{q'}$, with $\mathbf q'=\mathbf q+\mathbf k_1-\mathbf k_2$. Counting each initial and final pair once gives $\tfrac14\sum(v_q-v_{q'})^2$ for one spin direction. Exchanging the final electrons swaps $q$ and $q'$, so this equals $\tfrac12\sum v_q(v_q-v_{q'})$. The two spin directions together give the antiparallel sum with $v_q^2$ replaced by $v_q(v_q-v_{q'})$.

When $q\gg k_F$, $q'/q\to1$ and the parallel contribution becomes negligible relative to the antiparallel one. Monte Carlo sampling of allowed pairs gives parallel-to-antiparallel ratios of 0.98, 0.49 and $-0.17$ at $x=0.2$, 1 and 3. The ratio is not monotonic: it changes sign just below $x=1.4$ and is about $-0.7$ at $x=2$. A negative value means that exchange outweighs the direct term. The omission is thus a large-$q$ approximation, and it is poor both at $x=1$ and at $x=2$, with errors of opposite sign.

\section*{(d) The logarithm}

\textbf{Question.} Find $\int_b^\infty e_{\rm anti}\,dx$ for small $b$.

\textbf{Answer.} Integrating $R$ by parts in $z$ gives
\[
R=\frac1{2x}\int_{-1}^1\!dz\,z\ln\bigl[(z+x/2)^2+u^2\bigr].
\]
This is even in $x$. Expanding the logarithm to first order in $x$ yields
\[
R(0,u)=\int_0^1\!\frac{z^2dz}{z^2+u^2}=1-u\arctan\frac1u .
\]
For the integral of its square, do the $u$ integral first, then set $w=zt$ in the half $w<z$ of the unit square:
\begin{align*}
\int_0^\infty\!R(0,u)^2du&=\frac\pi2\int_0^1\!\!\int_0^1\!\frac{zw}{z+w}\,dz\,dw\\
&=\frac\pi2\cdot2\int_0^1\!z^2dz\int_0^1\!\frac{t\,dt}{1+t}=\frac\pi3(1-\ln2).
\end{align*}
Thus $e_{\rm anti}=-\kappa/x+O(x)$ with $\kappa=2(1-\ln2)/\pi^2=0.06218$ Ry.

At large $x$, $R\to\tfrac13/(x^2/4+u^2)$, so $\int R^2du\to2\pi/(9x^3)$ and $e_{\rm anti}\to-4/(3\pi^2x^4)$. The upper limit therefore converges. This second-order tail is the true one only as $r_s\to0$. The cusp condition ties the $x^{-4}$ tail to the probability $g_{\uparrow\downarrow}(0)$ of finding two antiparallel electrons at the same point, which second order sets to 1. Repeated scattering of the pair multiplies the tail by $2\int_0^1\lambda\,g_{\uparrow\downarrow}(0;\lambda r_s)\,d\lambda$, however large $x$ is. A screened two-body scattering model puts this factor near 0.44, 0.24 and 0.18 at $r_s=2$, 4 and 5. Adding and subtracting $\kappa/x$ below $x=1$,
\begin{align*}
\int_b^\infty\!e_{\rm anti}dx&=\kappa\ln b+K+O(b^2),\\
K&=\int_0^1\!\Bigl(e_{\rm anti}+\frac\kappa x\Bigr)dx+\int_1^\infty\!e_{\rm anti}dx .
\end{align*}
Gauss--Legendre quadrature, used for all integrals below, gives $K=-0.02568$ Ry.

\section*{(e) The interpolation}

\textbf{Question.} Join the two integrands near their crossing, to leading order in $r_s$ at fixed $c=x/\sqrt{r_s}$. Which part of the result depends on the join?

\textbf{Answer.} Now $Y=4/(\pi ac^2)$ contains no $r_s$. Also $k_F^2x^3dx=a^2c^3dc$, so $e_{\rm RPA}dx\to H(c)\,dc$ with
\[
H(c)=\frac{3a^2c^3}{2\pi}\int_0^\infty\!du\,\bigl[\ln(1+YR_0)-YR_0\bigr],\qquad R_0=R(0,u),
\]
while $e_{\rm anti}dx\to-\kappa\,dc/c$. The crossing condition $H(c_0)=-\kappa/c_0$, solved by bracketed root finding, gives $c_0=0.4905$. The curves cross at $x=\beta\simeq c_0\sqrt{r_s}$.

The upper integral starts at a fixed multiple of $\sqrt{r_s}$, and $\kappa\ln(c\sqrt{r_s})=\kappa\ln c+\tfrac12\kappa\ln r_s$. Therefore
\[
E_c=C+\frac{1-\ln2}{\pi^2}\ln r_s=C+0.0311\ln r_s\ {\rm Ry}.
\]
The slope is common to all joins made at fixed $c$; the constant is not. A sharp switch at $c_0$ gives
\begin{align*}
C_{\rm sharp}&=\int_0^{c_0}\!H\,dc+\kappa\ln c_0+K\\
&=-0.0484-0.0443-0.0257=-0.118\ {\rm Ry}.
\end{align*}
The join is a choice, not a result. When the crossing lies at $x$ of order one, the RPA lacks exchange there, while the antiparallel term lacks screening and repeated scattering of the pair, which weaken it, and the parallel pairs, which strengthen it below $x\approx1.4$ and weaken it above; the true integrand is not determined here. As $r_s\to0$ the crossing moves to small $x$, exchange is negligible by (c), and the true integrand follows $H$ beyond $c_0$ as long as $x\ll1$, as (f) discusses. A second choice, weaker than either curve near the crossing, is a straight segment from $c_0/2$ to $3c_0/2$. Its end values are $H(c_0/2)=-0.1150$ and $-\kappa/(1.5c_0)=-0.0845$ Ry, so its area is $0.4905\times(-0.0997)=-0.0489$ Ry. Then
\begin{align*}
C_{\rm seg}&=\int_0^{c_0/2}\!H\,dc-0.0489+\kappa\ln\frac{3c_0}2+K\\
&=-0.01776-0.04892-0.01908-0.02568=-0.111\ {\rm Ry}.
\end{align*}
Taking the mean as a convention,
\[
E_c\simeq-0.115+0.031\ln r_s\ {\rm Ry}\qquad(-1.56+0.42\ln r_s\ {\rm eV}).
\]
Half the difference between the joins is 0.003 Ry. It measures the spread of these two choices and is not an error bound.

\section*{(f) Metallic densities}

\textbf{Question.} Repeat the joins at $r_s=4$ with the full $x$ dependence, compare the range $r_s=2$ to 5 with the formula of (e), and state where that formula fails.

\textbf{Answer.} At $r_s=4$ the full curves cross at $\beta=0.933$, and the segment runs from $x=0.467$ to $1.400$. Its end values are $-0.0548$ and $-0.0279$ Ry, so
\[
E_{\rm seg}=-0.0162+0.933\,\frac{-0.0548-0.0279}{2}-0.0168=-0.0716\ {\rm Ry}.
\]
The first and last terms are the areas below and above the segment. The sharp join gives $-0.0784$ Ry and the mean is $-0.0750$ Ry ($-1.02$ eV). The RPA at all $q$ gives $-0.0936$ Ry. In rydbergs:

\begin{center}
\begin{tabular}{ccccc}
$r_s$ & sharp & segment & mean & formula\\
2 & $-0.0984$ & $-0.0915$ & $-0.0950$ & $-0.0935$\\
3 & $-0.0866$ & $-0.0797$ & $-0.0831$ & $-0.0809$\\
4 & $-0.0784$ & $-0.0716$ & $-0.0750$ & $-0.0720$\\
5 & $-0.0722$ & $-0.0654$ & $-0.0688$ & $-0.0651$
\end{tabular}
\end{center}

The mean is stronger than the formula by 1.5\% of the formula's value at $r_s=2$ and by 5.7\% at $r_s=5$, where the formula lies just outside the two joins. Apart from the rounding of its coefficients, the formula differs from the mean through the dropped corrections in $x$, and $\beta$ is not small here.

At high density the formula fails. For $\beta\ll x\ll1$ parallel pairs contribute as much as antiparallel ones, so the integrand is $-2\kappa/x$ and the true logarithm is $\kappa\ln r_s$, twice that of the formula. The interpolation discards those parallel pairs. The interval is absent only when $\beta$ is of order one, and even then (c) shows that the omitted pairs amount to about half the antiparallel term near $x=1$, so the table tests the formula against the joins, not against the true energy. The Perdew--Wang fit to quantum Monte Carlo energies gives $-0.0895$ Ry at $r_s=2$ and $-0.0564$ Ry at $r_s=5$. The formula is too strong by about 4.5\% and 15\% there, and both joins are too strong as well. Both joins also keep the second-order tail, which by (d) overstates the true large-$x$ integrand at these densities. At low density the formula fails as well: it turns positive at $r_s=e^{0.115/0.031}\approx41$, whereas the ground state cannot lie above the Hartree--Fock energy of the same gas.

Numbers in the example were calculated in double precision.
